# Ray effects and particle balance in multigroup electron transport for lithography: a numerical check

```python
"""
Result under test: multigroup discrete ordinates conserve electrons, yet M
equally spaced azimuths add a false harmonic of order M around a thin line
source. For unscattered flux its relative amplitude is
    2 exp(-M^2 v / 2),  1/v = r^2/s^2 - kappa r,  r >> s,
r: distance, s: rms source width, kappa: projected inverse attenuation length.
Lengths are in nm, energies in eV, inverse mean free paths in 1/nm. The line
runs along y; maps are in the x-z cross-section. Exposure = trapping density.
Material parameters are rough model values for a polymer EUV resist.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import RectBivariateSpline

# Groups are ordered from high to low energy.
edges = np.array([80.0, 50.0, 30.0, 15.0, 5.0, 0.0])
ascending = edges[::-1]
inelastic = np.array([1.4, 1.2, 0.7, 0.25, 0.0])
elastic = np.full(5, 0.4)
trapping = np.array([0.0, 0.0, 0.0, 0.0, 0.3])
total = inelastic + elastic + trapping
loss_min, ionization = 5.0, 10.0
width, half_size, cells = 0.5, 6.0, 60
h = 2 * half_size / cells
axis = -half_size + h * (np.arange(cells) + 0.5)
X, Z = np.meshgrid(axis, axis, indexing="ij")


def largest_loss(energy):
    return np.minimum(energy, 0.5 * (energy + ionization))


def transfer_matrix():
    """Mean number of outgoing electrons per inelastic collision."""
    matrix = np.zeros((5, 5))

    def overlap(low, high, top):
        return np.maximum(0, np.minimum(high, top) - np.maximum(low, loss_min))

    for g in range(4):
        energy = edges[g + 1] + (edges[g] - edges[g + 1]) * (
            np.arange(4000) + 0.5) / 4000
        top = largest_loss(energy)
        for k in range(5):
            primary = overlap(energy - edges[k], energy - edges[k + 1], top)
            secondary = overlap(ionization + edges[k + 1],
                                ionization + edges[k], top)
            matrix[g, k] = np.mean((primary + secondary) / (top - loss_min))
    return matrix


transfer = transfer_matrix()
within = elastic + inelastic * np.diag(transfer)


def ordinates(azimuths, offset=0.5):
    nodes, weights = np.polynomial.legendre.leggauss(3)
    cosine_y = 0.5 * (nodes + 1)
    angle = 2 * np.pi * (np.arange(azimuths) + offset) / azimuths
    sine = np.sqrt(1 - cosine_y**2)
    mu = np.outer(sine, np.cos(angle)).ravel()
    eta = np.outer(sine, np.sin(angle)).ravel()
    mu[np.abs(mu) < 1e-12] = 0
    eta[np.abs(eta) < 1e-12] = 0
    # Both signs of the cosine along y have the same cross-section flux.
    weight = np.repeat(weights * 2 * np.pi / azimuths, azimuths)
    return mu, eta, weight


def sweep(sigma, source, directions):
    """One diamond-difference sweep; returns scalar flux and leakage."""
    mu, eta, weight = directions
    count = len(mu)
    quadrant = 2 * (mu < 0).astype(int) + (eta < 0).astype(int)
    flipped = np.array([source, source[:, ::-1], source[::-1],
                        source[::-1, ::-1]]) / (4 * np.pi)
    ax = (2 * np.abs(mu) / h)[:, None]
    az = (2 * np.abs(eta) / h)[:, None]
    inverse = 1 / (sigma + ax + az)
    collector = np.zeros((4, count))
    collector[quadrant, np.arange(count)] = weight
    flux4 = np.zeros((4, cells, cells))
    edge_x = np.zeros((count, cells))
    edge_z = np.zeros((count, cells))
    for diagonal in range(2 * cells - 1):
        first = max(0, diagonal - cells + 1)
        last = min(diagonal, cells - 1) + 1
        i = np.arange(first, last)
        j = diagonal - i
        a = slice(first, last)
        shift = cells - 1 - diagonal
        b = slice(shift + first, shift + last)
        incoming_x, incoming_z = edge_x[:, b], edge_z[:, a]
        psi = (flipped[:, i, j][quadrant] + ax * incoming_x
               + az * incoming_z) * inverse
        flux4[:, i, j] = collector @ psi
        edge_x[:, b] = 2 * psi - incoming_x
        edge_z[:, a] = 2 * psi - incoming_z
    flux = (flux4[0] + flux4[1][:, ::-1] + flux4[2][::-1]
            + flux4[3][::-1, ::-1])
    leakage = h * np.sum(weight * (np.abs(mu) * edge_x.sum(1)
                                   + np.abs(eta) * edge_z.sum(1)))
    return flux, leakage


def solve(source, azimuths, offset=0.5):
    directions = ordinates(azimuths, offset)
    fluxes, leaks, residuals = [], [], []
    factor = 0.0
    for g in range(5):
        external = source.copy() if g == 0 else np.zeros_like(source)
        for k in range(g):
            external += inelastic[k] * transfer[k, g] * fluxes[k]
        flux = np.zeros_like(source)
        previous = None
        for iteration in range(150):
            new, leak = sweep(total[g], external + within[g] * flux, directions)
            change = np.linalg.norm(new - flux)
            if previous is not None:
                factor = change / previous
            previous = change
            flux = new
            if change < 1e-7 * np.linalg.norm(flux):
                break
        else:
            raise RuntimeError("source iteration did not converge")
        fluxes.append(flux)
        leaks.append(leak)
        residuals.append(h**2 * np.sum(external - (total[g] - within[g]) * flux)
                         - leak)
    fluxes = np.array(fluxes)
    integrated = h**2 * fluxes.sum((1, 2))
    secondaries = np.sum(inelastic * (transfer.sum(1) - 1) * integrated)
    trapped = np.sum(trapping * integrated)
    exposure = np.tensordot(trapping, fluxes, axes=1)
    return dict(map=exposure, leak=sum(leaks), secondary=secondaries,
                trapped=trapped, groups=np.max(np.abs(residuals)),
                balance=1 + secondaries - trapped - sum(leaks), factor=factor)


def isotropic(count, rng):
    vectors = rng.normal(size=(count, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def deflect(direction, cosine, rng):
    trial = isotropic(len(direction), rng)
    normal = trial - np.sum(trial * direction, 1)[:, None] * direction
    normal /= np.linalg.norm(normal, axis=1)[:, None]
    return (cosine[:, None] * direction
            + np.sqrt(np.maximum(0, 1 - cosine**2))[:, None] * normal)


def monte_carlo(count, seed, grouped=True, forward=False):
    """Random histories; grouped mode redraws energy within each group."""
    rng = np.random.default_rng(seed)
    place = rng.normal(scale=width, size=(count, 2))
    direction = isotropic(count, rng)
    energy = rng.uniform(edges[1], edges[0], count)
    captured, leaked = [], 0
    while len(energy):
        group = 5 - np.searchsorted(ascending, energy, side="right")
        group = np.clip(group, 0, 4)
        distance = rng.exponential(size=len(energy)) / total[group]
        place = place + direction[:, :2] * distance[:, None]
        inside = np.max(np.abs(place), axis=1) < half_size
        leaked += np.sum(~inside)
        place, direction = place[inside], direction[inside]
        energy, group = energy[inside], group[inside]
        if grouped:
            energy = edges[group + 1] + rng.random(len(energy)) * (
                edges[group] - edges[group + 1])
        choice = rng.random(len(energy)) * total[group]
        is_trap = choice < trapping[group]
        is_loss = (~is_trap) & (choice < trapping[group] + inelastic[group])
        is_elastic = ~(is_trap | is_loss)
        captured.append(place[is_trap])
        initial = energy[is_loss]
        loss = loss_min + rng.random(len(initial)) * (
            largest_loss(initial) - loss_min)
        ionizes = loss > ionization
        old = direction[is_loss]
        if forward:
            first = deflect(old, np.sqrt(np.maximum(0, 1 - loss / initial)), rng)
            second = deflect(old[ionizes],
                             np.sqrt(loss[ionizes] / initial[ionizes]), rng)
        else:
            first = isotropic(len(initial), rng)
            second = isotropic(np.sum(ionizes), rng)
        loss_place = place[is_loss]
        place = np.concatenate([place[is_elastic], loss_place,
                                loss_place[ionizes]])
        direction = np.concatenate([isotropic(np.sum(is_elastic), rng),
                                    first, second])
        energy = np.concatenate([energy[is_elastic], initial - loss,
                                 loss[ionizes] - ionization])
    points = np.concatenate(captured)
    return dict(points=points, trapped=len(points) / count,
                leak=leaked / count,
                rms=np.sqrt(np.mean(np.sum(points**2, axis=1))))


def ring_values(exposure, radii, angles):
    spline = RectBivariateSpline(axis, axis, exposure)
    return spline.ev(radii * np.cos(angles), radii * np.sin(angles))


angles = 2 * np.pi * np.arange(128) / 128


def ring_harmonic(exposure, order):
    radii = (3 + 2 * (np.arange(20) + 0.5) / 20)[:, None]
    values = ring_values(exposure, radii, angles[None, :]) * radii
    return 2 * np.sum(values * np.cos(order * angles)) / np.sum(values)


def contour_spread(exposure, threshold):
    radii = np.linspace(1.0, 5.8, 1921)[:, None]
    values = ring_values(exposure, radii, angles[None, :])
    below = values < threshold
    assert np.all(below.any(axis=0)) and not np.any(below[0])
    crossing = np.argmax(below, axis=0)
    return np.ptp(radii[crossing, 0])


def direct_ripple(radius, kappa, azimuths):
    """Ripple from explicit ray integrals over the Gaussian source."""
    first_angle = np.pi / azimuths
    alpha = first_angle + 2 * np.pi * np.arange(32) / (32 * azimuths)
    omega = first_angle + 2 * np.pi * np.arange(azimuths) / azimuths
    step = width / 12
    distance = np.arange(0.5 * step, radius + 7 * width, step)
    difference = alpha[:, None, None] - omega[None, :, None]
    squared = (radius**2 + distance**2
               - 2 * radius * distance * np.cos(difference))
    rays = np.exp(-squared / (2 * width**2) - kappa * distance).sum((1, 2))
    return (2 * np.mean(rays * np.cos(azimuths * (alpha - first_angle)))
            / np.mean(rays))


# Ripple law against explicit ray integrals.
ripple_checks = []
for azimuths in (24, 32):
    variance = 1 / ((8 / width)**2 - 0.7 * 8)
    law = 2 * np.exp(-azimuths**2 * variance / 2)
    direct = direct_ripple(8.0, 0.7, azimuths)
    ripple_checks.append((azimuths, law, direct))
    # Omitted terms are of relative order s^2/r^2 times the exponent.
    assert abs(direct / law - 1) < 0.04
needed = (4 / width) * np.sqrt(2 * np.log(2 / 0.01))
enough = 4 * int(np.ceil(needed / 4))
ripple_enough = direct_ripple(4.0, 0.7, enough)
ripple_few = direct_ripple(4.0, 0.7, enough - 8)
assert abs(ripple_enough) < 0.01 < abs(ripple_few)

# Unscattered sweep against the continuous-angle line-source integral.
thread = np.exp(-(X**2 + Z**2) / (2 * width**2))
thread /= h**2 * thread.sum()
uncollided, _ = sweep(0.7, thread, ordinates(32))
sweep_flux = np.mean(ring_values(uncollided, 2.0, angles))
radial = 0.01 * (np.arange(600) + 0.5)
polar = 0.5 * np.pi * (np.arange(400) + 0.5) / 400
bickley = np.exp(-0.7 * radial[:, None] / np.cos(polar)).mean(1) * np.pi / 2
squared = 4 + radial[:, None]**2 - 4 * radial[:, None] * np.cos(angles)
gaussian = np.exp(-squared / (2 * width**2)) / (2 * np.pi * width**2)
continuous_flux = 0.01 * np.sum(bickley * gaussian.mean(1))
assert abs(sweep_flux / continuous_flux - 1) < 0.02

# Full transport with different angular resolution on the same mesh.
solutions = {m: solve(thread, m) for m in (4, 8, 16, 32)}
rotated = solve(thread, 8, offset=0.0)
reference = solutions[32]
for result in list(solutions.values()) + [rotated]:
    assert abs(result["balance"]) < 2e-6
    assert result["groups"] < 2e-6
bound = within[4] / total[4]
assert 0 < reference["factor"] < bound
reference_ring = ring_values(reference["map"], 4.0, angles)
threshold = reference_ring.mean()
errors, spreads = {}, {}
for azimuths in (4, 8, 16):
    ratio = ring_values(solutions[azimuths]["map"], 4.0,
                        angles) / reference_ring - 1
    errors[azimuths] = (ratio.min(), ratio.max())
    spreads[azimuths] = contour_spread(solutions[azimuths]["map"], threshold)
    if azimuths < 16:
        spectrum = np.abs(np.fft.rfft(ratio))
        assert np.argmax(spectrum[1:]) + 1 == azimuths
spreads[32] = contour_spread(reference["map"], threshold)
assert np.ptp(errors[4]) > np.ptp(errors[8]) > np.ptp(errors[16])
base8 = ring_harmonic(reference["map"], 8)
false8 = ring_harmonic(solutions[8]["map"], 8) - base8
turned8 = ring_harmonic(rotated["map"], 8) - base8
assert false8 * turned8 < 0
# Mesh diffusion differs between axial and oblique rays.
assert abs(false8 + turned8) < 0.4 * abs(false8)

# Monte Carlo has neither a mesh nor fixed directions.
number = 150000
mc = monte_carlo(number, 12)
rms_reference = np.sqrt(np.sum(reference["map"] * (X**2 + Z**2))
                        / reference["map"].sum())
assert abs(mc["trapped"] / reference["trapped"] - 1) < 0.015
leak_noise = np.sqrt(mc["leak"] / number)
assert abs(mc["leak"] - reference["leak"]) < (
    5 * leak_noise + 0.03 * reference["leak"])
assert abs(mc["rms"] / rms_reference - 1) < 0.015
distance = np.linalg.norm(mc["points"], axis=1)
ring_points = mc["points"][(distance > 3) & (distance < 5)]
ring_angle = np.arctan2(ring_points[:, 1], ring_points[:, 0])
noise = np.sqrt(2 / len(ring_points))
mc4 = 2 * np.mean(np.cos(4 * ring_angle))
mc8 = 2 * np.mean(np.cos(8 * ring_angle))
sn4_reference = ring_harmonic(reference["map"], 4)
sn4_coarse = ring_harmonic(solutions[4]["map"], 4)
assert abs(mc4 - sn4_reference) < 4.5 * noise
assert abs(mc8 - base8) < 4.5 * noise
assert abs(sn4_coarse - mc4) > 6 * noise

# A line exposed through the full film depth has a different angular error.
film_line = np.exp(-X**2 / (2 * width**2))
film_line /= h**2 * film_line.sum()
line8 = solve(film_line, 8)
line32 = solve(film_line, 32)
depth = np.linspace(-4, 4, 81)
line_error = (RectBivariateSpline(axis, axis, line8["map"]).ev(4.0, depth)
              / RectBivariateSpline(axis, axis, line32["map"]).ev(4.0, depth)
              - 1)
assert abs(line8["balance"]) < 2e-6 and abs(line32["balance"]) < 2e-6

# Sizes of neglected effects.
continuous = monte_carlo(60000, 31, grouped=False)
forward = monte_carlo(60000, 47, grouped=False, forward=True)
mean_low_energy = 0.5 * (edges[4] + edges[5])
wavelength = const.h / np.sqrt(2 * const.m_e * mean_low_energy * const.e) * 1e9
path_phase = 2 * np.pi / (wavelength * total[4])
permittivity, temperature = 3.0, 300.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity * 1e-9)
onsager = coulomb / (const.k * temperature / const.e)
dose, photon_energy, absorption = 40.0, 92.0, 0.02
photons = dose * 1e-3 * 1e4 / (photon_energy * const.e) * 1e-18
electrons = photons * absorption * 2 * np.pi * width**2 * 10

print("group edges (eV):", *[f"{v:.0f}" for v in edges])
print("inelastic rates (1/nm):", *[f"{v:.2f}" for v in inelastic])
print(f"elastic rate, all groups (1/nm): {elastic[0]:.2f}")
print(f"trapping rate, lowest group (1/nm): {trapping[4]:.2f}")
print(f"minimum loss, ionization cost (eV): {loss_min:.0f}, {ionization:.0f}")
print("electrons out per inelastic collision, groups 1-4:",
      *[f"{v:.4f}" for v in transfer.sum(1)[:4]])
print(f"thread rms width, square side, cell (nm): {width}, {2*half_size}, {h}")
for azimuths, law, direct in ripple_checks:
    print(f"unscattered ripple, r=8 nm, M={azimuths}: "
          f"law {law:.4f}, ray sum {direct:.4f}")
print(f"M for 1% unscattered ripple at 4 nm: {needed:.1f}, use {enough}")
print(f"ripple at 4 nm: M={enough-8}: {ripple_few:.4f}; "
      f"M={enough}: {ripple_enough:.5f}")
print(f"unscattered flux at 2 nm (1/nm): sweep {sweep_flux:.5f}, "
      f"integral {continuous_flux:.5f}")
print("balances below are per source electron")
for azimuths, result in solutions.items():
    print(f"M={azimuths}: secondary {result['secondary']:.5f}, trapped "
          f"{result['trapped']:.5f}, leaked {result['leak']:.5f}")
    print(f"M={azimuths}: balance residual {result['balance']:.1e}")
print(f"last-group iteration factor: {reference['factor']:.3f}; "
      f"bound {bound:.3f}")
print(f"Monte Carlo: trapped {mc['trapped']:.4f}, leaked {mc['leak']:.4f}")
print(f"trap rms radius (nm): ordinates {rms_reference:.3f}, "
      f"Monte Carlo {mc['rms']:.3f}")
print(f"reference exposure at 4 nm (1/nm^2): {threshold:.5f}")
for azimuths in (4, 8, 16):
    low, high = errors[azimuths]
    print(f"M={azimuths}: map error at 4 nm (%): "
          f"{100*low:.2f} to {100*high:.2f}")
for azimuths in (4, 8, 16, 32):
    print(f"M={azimuths}: contour radius spread (nm): {spreads[azimuths]:.3f}")
print(f"M=8 contour spread (angstrom): {10*spreads[8]:.2f}")
print(f"false 8th harmonic, 3-5 nm: {false8:.4f}; rotated {turned8:.4f}")
print(f"4th harmonic, 3-5 nm: M=4 {sn4_coarse:.4f}, "
      f"M=32 {sn4_reference:.4f}")
print(f"4th harmonic, Monte Carlo: {mc4:.4f} +/- {noise:.4f}")
print(f"full-depth line, M=8 error at x=4 nm (%): "
      f"{100*line_error.min():.2f} to {100*line_error.max():.2f}")
print(f"full-depth line, M=8 mid-depth error (%): {100*line_error[40]:.2f}")
print(f"continuous energy: trapped {continuous['trapped']:.3f}, "
      f"rms {continuous['rms']:.3f} nm")
print(f"forward inelastic: trapped {forward['trapped']:.3f}, "
      f"rms {forward['rms']:.3f} nm")
print(f"forward inelastic: leaked {forward['leak']:.4f}")
print(f"wavelength at {mean_low_energy:.1f} eV (nm): {wavelength:.3f}; "
      f"wave number times mean path: {path_phase:.1f}")
print(f"relative permittivity: {permittivity}; temperature (K): {temperature}")
print(f"hole attraction at 1 nm (eV): {coulomb:.3f}")
print(f"thermal Coulomb capture radius (nm): {onsager:.1f}")
print(f"dose (mJ/cm2), photon (eV), absorption (1/nm): "
      f"{dose}, {photon_energy}, {absorption}")
print(f"photoelectrons per 10 nm of thread: {electrons:.2f}; "
      f"relative shot noise: {1/np.sqrt(electrons):.2f}")
print("no test failed")
```

Running it gives:

```
group edges (eV): 80 50 30 15 5 0
inelastic rates (1/nm): 1.40 1.20 0.70 0.25 0.00
elastic rate, all groups (1/nm): 0.40
trapping rate, lowest group (1/nm): 0.30
minimum loss, ionization cost (eV): 5, 10
electrons out per inelastic collision, groups 1-4: 1.8433 1.7446 1.5379 1.0945
thread rms width, square side, cell (nm): 0.5, 12.0, 0.2
unscattered ripple, r=8 nm, M=24: law 0.6332, ray sum 0.6295
unscattered ripple, r=8 nm, M=32: law 0.2588, ray sum 0.2575
M for 1% unscattered ripple at 4 nm: 26.0, use 28
ripple at 4 nm: M=20: 0.0769; M=28: 0.00408
unscattered flux at 2 nm (1/nm): sweep 0.01976, integral 0.01955
balances below are per source electron
M=4: secondary 3.42132, trapped 3.99278, leaked 0.42854
M=4: balance residual 1.8e-06
M=8: secondary 3.41571, trapped 3.94026, leaked 0.47545
M=8: balance residual 1.8e-06
M=16: secondary 3.41599, trapped 3.94382, leaked 0.47217
M=16: balance residual 1.6e-06
M=32: secondary 3.41602, trapped 3.94422, leaked 0.47179
M=32: balance residual 1.6e-06
last-group iteration factor: 0.536; bound 0.571
Monte Carlo: trapped 3.9492, leaked 0.4733
trap rms radius (nm): ordinates 3.111, Monte Carlo 3.113
reference exposure at 4 nm (1/nm^2): 0.02201
M=4: map error at 4 nm (%): -23.63 to 43.39
M=8: map error at 4 nm (%): -3.70 to 4.15
M=16: map error at 4 nm (%): -0.19 to 0.17
M=4: contour radius spread (nm): 1.075
M=8: contour radius spread (nm): 0.130
M=16: contour radius spread (nm): 0.020
M=32: contour radius spread (nm): 0.017
M=8 contour spread (angstrom): 1.30
false 8th harmonic, 3-5 nm: -0.0364; rotated 0.0365
4th harmonic, 3-5 nm: M=4 -0.2987, M=32 -0.0070
4th harmonic, Monte Carlo: -0.0007 +/- 0.0035
full-depth line, M=8 error at x=4 nm (%): -0.86 to 0.58
full-depth line, M=8 mid-depth error (%): -0.86
continuous energy: trapped 3.579, rms 3.071 nm
forward inelastic: trapped 3.429, rms 3.344 nm
forward inelastic: leaked 0.5394
wavelength at 2.5 eV (nm): 0.776; wave number times mean path: 11.6
relative permittivity: 3.0; temperature (K): 300.0
hole attraction at 1 nm (eV): 0.480
thermal Coulomb capture radius (nm): 18.6
dose (mJ/cm2), photon (eV), absorption (1/nm): 40.0, 92.0, 0.02
photoelectrons per 10 nm of thread: 8.53; relative shot noise: 0.34
no test failed
```
